\section*{Gordon Decomposition of the Dirac Current and the Hyperfine Interaction, part 2}

The problem is to divide the first-order magnetic hyperfine energy of a Dirac electron into orbital and spin parts. Units are Gaussian. The electron has mass $m$ and charge $-e$ with $e>0$, and its field-free states obey
\begin{equation}
\bigl(c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(\mathbf r)\bigr)\psi=E\psi,
\qquad \mathbf p=-i\hbar\nabla ,
\label{eq:dirac}
\end{equation}
with $V$ a local potential. The matrix $\boldsymbol\alpha$ connects the upper and lower pairs of components through the Pauli matrices $\boldsymbol\sigma$. The plain symbol $\alpha=e^2/\hbar c$ is the fine-structure constant, and $Z$ is the nuclear charge.

For a stationary state the electric current is a convection current plus the curl of a magnetization:
\begin{equation}
\mathbf j=\mathbf j_{\rm conv}+c\,\nabla\times\mathbf M,\qquad
\mathbf j_{\rm conv}=-\frac em\,\mathrm{Re}\bigl(\psi^\dagger\beta\mathbf p\psi\bigr),\qquad
\mathbf M=-\mu_B\,\psi^\dagger\beta\boldsymbol\Sigma\psi .
\label{eq:split}
\end{equation}
Their couplings to the nuclear vector potential give $E_{\rm orb}$ and $E_{\rm spin}$. For a nuclear moment $\boldsymbol\mu$, of magnitude $\mu$, produced by a current on a shell of radius $R$,
\begin{equation}
\mathbf A=g(r)\,\boldsymbol\mu\times\mathbf r,\qquad g(r)=\frac1{\max(r,R)^3} .
\label{eq:A}
\end{equation}

The electron's angular momentum has quantum numbers $j$ and $m_j$. The nuclear spin is $\mathbf I$, with quantum numbers $I$ and $m_I$, and $F$ is the quantum number of the total angular momentum $\mathbf I+\mathbf J$.

The first three lines of the numerical output test the current at sample points for $Z=80$. The first two concern a superposition of two $2p_{3/2}$ states, with $\beta$ kept and with $\beta$ replaced by $1$ in both parts. The third concerns the transition current between $1s_{1/2}$ and $2p_{3/2}$, where a polarization term proportional to the energy difference has been left out.

\section{The Pauli limit, hydrogen, and the point dipole}

From the first half, an electron of charge $-e$ in a local potential has the first-order hyperfine energy $E_1=e\langle\boldsymbol\alpha\cdot\mathbf A\rangle=E_{\rm orb}+E_{\rm spin}$, with
\begin{equation}
E_{\rm orb}=2\mu_B\langle\beta g\,\boldsymbol\mu\cdot\mathbf l\rangle,\qquad
E_{\rm spin}=\mu_B\langle\beta\boldsymbol\Sigma\cdot\mathbf B\rangle,\qquad
g(r)=\frac1{\max(r,R)^3}.
\label{eq:recap}
\end{equation}
The nuclear moment $\boldsymbol\mu$ is produced by a current on a shell of radius $R$; its field is $\mathbf B=2\boldsymbol\mu/R^3$ inside and $[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]/r^3$ outside, with $\mathbf n=\mathbf r/r$. The matrix $\beta$ is $+1$ on the upper pair of components $\varphi$ and $-1$ on the lower pair $\chi$, $\boldsymbol\Sigma$ is the spin matrix, $\mathbf l$ is the orbital angular momentum in units of $\hbar$, and $\mu_B=e\hbar/2mc$.

The familiar hyperfine operators follow when the electron is slow. The lower pair of Dirac equations reads $(E-V+mc^2)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$. For $E\approx mc^2$ and $|V|\ll mc^2$ it gives $\chi\approx\boldsymbol\sigma\cdot\mathbf p\,\varphi/2mc$, which is of relative size $Z\alpha$ in a Coulomb field. The condition on $V$ fails for $r\lesssim Ze^2/mc^2\approx2.8Z$ fm, a region that contains a shell of $1$ fm in hydrogen and that shrinks to zero only in the formal limit $Z\alpha\to0$. Since $\beta$ and $\boldsymbol\Sigma$ do not mix $\varphi$ with $\chi$, the lower components enter \eqref{eq:recap} only through their square. In the limit $Z\alpha\to0$ at fixed $R$ one may keep $\varphi$, normalize it to one, and set $\beta=1$.

Then let $R$ shrink. For a smooth density the interior of the shell contributes through the integrated field
\begin{equation}
\int_{r<R}\mathbf B\,d^3r=\frac{2\boldsymbol\mu}{R^3}\,\frac{4\pi R^3}{3}=\frac{8\pi}3\,\boldsymbol\mu ,
\end{equation}
and so acts as $(8\pi/3)\boldsymbol\mu\,\delta(\mathbf r)$. With $\mathbf s=\boldsymbol\sigma/2$, the orbital and spin energies are the mean values of
\begin{equation}
H_{\rm hf}=2\mu_B\,\boldsymbol\mu\cdot\left[\frac{\mathbf l}{r^3}
+\frac{3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s}{r^3}
+\frac{8\pi}3\,\mathbf s\,\delta(\mathbf r)\right].
\label{eq:pauli}
\end{equation}
In the dipolar term the angular integral is taken before the radial one near the origin, as the spherical shell prescribes. The first term comes from the convection current, and the other two come from the magnetization. The contact term is the spin in the field inside the nuclear moment, so it needs no separate postulate.

Both operators in \eqref{eq:recap} have the form $\boldsymbol\mu\cdot\mathbf T$, where $\mathbf T$ is a vector operator under rotations generated by $\mathbf J=\mathbf l+\boldsymbol\Sigma/2$. Within one level of given $j$ and parity, the Wigner--Eckart theorem makes each of them proportional to $\mathbf J$. With $\boldsymbol\mu=\mu\mathbf I/I$ the hyperfine operator is $A_{\rm hf}\,\mathbf I\cdot\mathbf J$. For $\boldsymbol\mu$ along $z$, so that $m_I=I$, its diagonal element is $E_1=A_{\rm hf}m_jI$. Off-diagonal elements add nothing new.

Take hydrogen in the state $2p_{3/2}$ with $m_j=3/2$. In the Pauli limit its angular function is $Y_{11}$ with spin up. Hence $l_z=1$, and the orbital energy is $2\mu_B\mu\langle r^{-3}\rangle$. For the dipolar energy, $|Y_{11}|^2=(3/8\pi)\sin^2\theta$ gives, with $u=\cos\theta$,
\begin{equation}
\langle\cos^2\theta\rangle=\frac34\int_{-1}^{1}(1-u^2)u^2\,du=\frac34\cdot\frac4{15}=\frac15,
\qquad \langle3\cos^2\theta-1\rangle=-\frac25 .
\end{equation}
The radial function is proportional to $re^{-r/2a}$, where $a=\hbar^2/me^2$ is the Bohr radius, and so
\begin{equation}
\langle r^{-3}\rangle=\frac{\int_0^\infty r\,e^{-r/a}dr}{\int_0^\infty r^4e^{-r/a}dr}
=\frac{a^2}{24a^5}=\frac1{24a^3}.
\end{equation}
The two energies are $\mu_B\mu/12a^3$ and $-\mu_B\mu/60a^3$.

In the state $1s_{1/2}$ with $m_j=1/2$ the orbital and dipolar terms vanish in this limit. With $|\varphi(0)|^2=1/\pi a^3$ the contact energy is
\begin{equation}
E_c=\frac{8\pi}3\mu_B\mu\,|\varphi(0)|^2=\frac83\,\frac{\mu_B\mu}{a^3}.
\end{equation}
For the proton moment, $2.7928$ nuclear magnetons, this is $355.29$ MHz. The $2p_{3/2}$ energies are then fixed fractions of it:
\begin{equation}
\frac{355.29}{32}=11.103\ \text{MHz (orbital)},\qquad
-\frac{355.29}{160}=-2.221\ \text{MHz (dipolar)}.
\end{equation}

The Dirac states, with a point charge and $R=1$ fm, give $11.103$ MHz and $-2.221$ MHz as well. Their sum, $8.882$ MHz, equals the direct coupling $e\langle\boldsymbol\alpha\cdot\mathbf A\rangle$. The differences from the Pauli values are a few parts in $10^5$ of each value: $11.10303$ against $11.10281$ MHz and $-2.22064$ against $-2.22056$ MHz. They should grow relative to the Pauli terms as $(Z\alpha)^2$, hence by a factor of four when $Z$ is doubled. From $Z=4$ to $Z=8$ the calculated factors are $4.004$ for the orbital part and $4.005$ for the spin part.

With $I=1/2$ and $m_j=3/2$, $A_{\rm hf}=8.882/0.75=11.84$ MHz. The eigenvalue of $\mathbf I\cdot\mathbf J$ is $3/4$ for $F=2$ and $-5/4$ for $F=1$, so the splitting is $2A_{\rm hf}=23.7$ MHz. In $1s_{1/2}$ the corresponding eigenvalues are $1/4$ and $-3/4$, and the splitting is $A_{\rm hf}=4E_1=4\times355.31=1421$ MHz, or $5.88\ \mu$eV. These values belong to a fixed nucleus and an electron with $g=2$. Recoil, the anomalous electron moment, other radiative effects and the structure of a real proton are left out.

The $1s_{1/2}$ state shows what the Dirac split adds to the Pauli picture. Let $\mu$ point along $z$, let $\Omega$ be the constant spin-up function $(1,0)^T/\sqrt{4\pi}$, and write
\begin{equation}
\varphi=\frac{P(r)}r\,\Omega,\qquad
\chi=-\frac{iQ(r)}r\,\sigma_r\Omega,\qquad
\int_0^\infty(P^2+Q^2)\,dr=1,
\end{equation}
with $\sigma_r=\mathbf n\cdot\boldsymbol\sigma$. Acting on spin up, $\sigma_r$ gives $\cos\theta$ with spin up and $\sin\theta\,e^{i\phi}$ with spin down. In the lower pair, therefore, $\langle l_z\rangle=\langle\sin^2\theta\rangle=2/3$ and $\langle\sigma_z\rangle=\langle\cos^2\theta-\sin^2\theta\rangle=-1/3$. The upper pair has $l_z=0$ and $\sigma_z=1$. With the sign from $\beta$,
\begin{equation}
E_{\rm orb}=-\frac43\,\mu_B\mu\int_0^\infty gQ^2\,dr .
\label{eq:orb1s}
\end{equation}
An $s_{1/2}$ state thus has an orbital hyperfine energy, carried by its lower components. Outside the shell the spin part needs $\langle3\cos\theta\,\sigma_r-\sigma_z\rangle$. In the upper pair this is $3\cdot\frac13-1=0$. In the lower pair $\sigma_r^2=1$ leaves $\langle\cos\theta\,\sigma_r\rangle=1/3$ unchanged, and the result is $1+\frac13=\frac43$. Hence
\begin{equation}
E_{\rm spin}=\mu_B\mu\left[\frac2{R^3}\int_0^R\Bigl(P^2+\frac{Q^2}3\Bigr)dr
-\frac43\int_R^\infty\frac{Q^2}{r^3}\,dr\right].
\label{eq:spin1s}
\end{equation}

For hydrogen the orbital part is $-0.094$ MHz. The spin part is $355.493$ MHz from inside the shell and $-0.091$ MHz from outside, together $355.402$ MHz. The total is $355.402-0.094=355.308$ MHz. The contact energy thus comes from within the shell. The two negative terms measure the lower components. The excess of the inside part over the Pauli value, $0.203$ MHz, comes almost entirely from the upper components. These small terms depend on the nuclear model: for $R$ between $0.5$ and $2$ fm the orbital part runs from $-0.101$ to $-0.088$ MHz and the total from $355.313$ to $355.298$ MHz, and spreading the charge over a ball of radius $1.09$ fm at $R=1$ fm gives $-0.090$ and $355.304$ MHz.

To follow these terms as $R$ shrinks, the radial functions are needed. For a function $f(r)$, $\boldsymbol\sigma\cdot\mathbf p\,f\Omega=-i\hbar f'\sigma_r\Omega$ and $\boldsymbol\sigma\cdot\mathbf p\,f\sigma_r\Omega=-i\hbar(f'+2f/r)\Omega$. The Dirac equation with $V=-Ze^2/r$ becomes
\begin{align}
P'-\frac Pr&=\Bigl(\frac{E+mc^2}{\hbar c}+\frac{Z\alpha}r\Bigr)Q,\\
Q'+\frac Qr&=-\Bigl(\frac{E-mc^2}{\hbar c}+\frac{Z\alpha}r\Bigr)P .
\end{align}
Try $P=Nr^\gamma e^{-\lambda r}$ and $Q=\rho P$. The terms in $1/r$ give $\gamma-1=\rho Z\alpha$ and $\rho(\gamma+1)=-Z\alpha$, whence
\begin{equation}
\gamma=\sqrt{1-(Z\alpha)^2},\qquad \rho=-\frac{Z\alpha}{1+\gamma},\qquad
\rho^2=\frac{1-\gamma}{1+\gamma}.
\end{equation}
The constant terms give $-\lambda=\rho(E+mc^2)/\hbar c$ and $\rho\lambda=(E-mc^2)/\hbar c$. They are solved by $E=\gamma mc^2$ and $\lambda=Z\alpha mc/\hbar=Z/a$.

For $\lambda R\ll1$ the growing part of each energy follows from $P^2\approx N^2r^{2\gamma}$. In \eqref{eq:orb1s} the regions inside and outside the shell give the term proportional to $R^{2\gamma-2}$:
\begin{align}
E_{\rm orb}^{\rm grow}&=-\frac43\,\mu_B\mu\rho^2N^2R^{2\gamma-2}
\Bigl[\frac1{2\gamma+1}+\frac1{2-2\gamma}\Bigr]\notag\\
&=-\frac{2\mu_B\mu N^2R^{2\gamma-2}}{(2\gamma+1)(1+\gamma)} .
\label{eq:growth}
\end{align}
The bracket equals $3/[(2\gamma+1)(2-2\gamma)]$, and $\rho^2$ removes the factor $1-\gamma$. This term is not the whole of $E_{\rm orb}$: a term independent of $R$ and of opposite sign must be added, and at small $Z\alpha$ it cancels nearly all of \eqref{eq:growth}. For hydrogen at $R=1$ fm, \eqref{eq:growth} is $-178$ MHz while $E_{\rm orb}$ is $-0.094$ MHz. In \eqref{eq:spin1s} the same steps give the coefficient of $\mu_B\mu N^2R^{2\gamma-2}$ as
\begin{equation}
\frac{2(1+\rho^2/3)}{2\gamma+1}-\frac{2\rho^2}{3(1-\gamma)}
=\frac2{2\gamma+1}\Bigl[1-\frac\gamma{1+\gamma}\Bigr]
=\frac2{(2\gamma+1)(1+\gamma)} .
\end{equation}
The growing terms are equal and opposite. Since $\gamma<1$, each part diverges as $R\to0$, and the divergence cancels in the sum.

The finite sum is easiest to find from the direct coupling. Because $\mathbf A\cdot\mathbf n=0$, one has $\boldsymbol\sigma\cdot\mathbf A\,\sigma_r=i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)$, with $\mathbf A\times\mathbf n=gr[\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]$. The factor $-i$ in $\chi$ makes the product real, and $\langle\cos\theta\,\sigma_r-\sigma_z\rangle=-2/3$, so
\begin{equation}
E_1=2e\,\mathrm{Re}\int\varphi^\dagger\boldsymbol\sigma\cdot\mathbf A\,\chi\,d^3r
=-\frac43\,e\mu\int_0^\infty PQ\,g\,r\,dr .
\end{equation}
For $R\to0$, $gr\to1/r^2$. The integrand near the origin is then $r^{2\gamma-2}$, which is integrable for $\gamma>1/2$. Normalization requires $N^2(1+\rho^2)\Gamma(2\gamma+1)=(2\lambda)^{2\gamma+1}$, and
\begin{align}
\int_0^\infty\frac{PQ}{r^2}\,dr
&=\rho N^2\,\frac{\Gamma(2\gamma-1)}{(2\lambda)^{2\gamma-1}}
=\frac{\rho}{1+\rho^2}\,\frac{4\lambda^2}{2\gamma(2\gamma-1)}\notag\\
&=-\frac{Z\alpha\,\lambda^2}{\gamma(2\gamma-1)},
\end{align}
since $1+\rho^2=2/(1+\gamma)$ makes $\rho/(1+\rho^2)=-Z\alpha/2$. With $Z\alpha=\hbar\lambda/mc$ and $e\hbar/mc=2\mu_B$,
\begin{equation}
E_1\to\frac83\,\frac{\mu_B\mu Z^3}{a^3}\,\frac1{\gamma(2\gamma-1)} .
\label{eq:point}
\end{equation}
The first factor is the Pauli contact energy for charge $Z$. At small nonzero $R$ the integral loses $\int_0^RPQ(r^{-2}-r/R^3)dr$, which is of order $R^{2\gamma-1}$.

A model with a point charge $Z=80$ and a moment of one nuclear magneton has $\gamma=0.8119$. In units of $10^3$ GHz, the orbital and spin parts are $-168.7$ and $287.7$ at $R=6$ fm, with sum $118.9$. At $R=0.006$ fm they have grown to $-3044.4$ and $3172.9$, with sum $128.5$. The limit \eqref{eq:point} is $65.13\times1.9744=128.6$ in the same units. In the last two tenfold reductions of $R$, the orbital part changes by $-757.2$ and then by $-1801.3$. The ratio $2.38$ agrees with the predicted $10^{2-2\gamma}=2.38$.

For $1s_{1/2}$ in the field of a point charge, the limits $Z\alpha\to0$ and $R\to0$ therefore cannot be exchanged for the separate parts; for $2p_{3/2}$ each part has its own limit as $R\to0$ at $Z=80$. At fixed $R$ and small $Z\alpha$, $\rho^2\approx(Z\alpha)^2/4$ and $N^2\approx4\lambda^3$. Equation \eqref{eq:orb1s} then gives a leading orbital energy of $-\frac12(Z\alpha)^2\ln(1/\lambda R)$ times the Pauli contact energy, which vanishes with $Z\alpha$. This is the leading logarithm only: for hydrogen at $R=1$ fm it gives $-0.103$ MHz against the full $-0.094$ MHz. At fixed $Z$ the power law \eqref{eq:growth} takes over gradually, and it dominates when $(Z\alpha)^2\ln(1/\lambda R)$ is well above one. In that regime the size of either part depends strongly on how the moment is spread, and with a point charge only their sum has a point-dipole limit. The divergence belongs to the point charge and does not describe a real heavy nucleus. If the charge $Z=80$ is spread uniformly over a ball of radius $7$ fm, the orbital part, spin part and sum at $R=6$ fm become $-123.3$, $238.2$ and $114.9$ in units of $10^3$ GHz, and as $R\to0$ each part tends to its own limit, $-135.8$ and $252.4$, with sum $116.6$. The values for the two point-charge models are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
Local split, Z=80, largest relative error: 2.4e-12
Same with beta omitted, relative error: 0.223
1s-2p current without polarization term, relative error: 0.072
Inverse fine-structure constant: 137.035999
Proton moment: 2.792847 nuclear magnetons
Hydrogen shell radius: 1.0 fm
Hydrogen energies for m_I=1/2 and largest m_j:
1s direct coupling: 355.3082 MHz
1s orbital part: -0.0941 MHz
1s spin part: 355.4022 MHz
1s spin part from inside shell: 355.4931 MHz
1s spin part from outside shell: -0.0909 MHz
1s Pauli contact energy: 355.2899 MHz
1s hyperfine splitting F=1 minus F=0: 1421.233 MHz
1s hyperfine splitting: 5.87775 micro-eV
2p3/2 direct coupling: 8.88239 MHz
2p3/2 orbital part: 11.10303 MHz
2p3/2 spin part: -2.22064 MHz
2p Pauli mean of 1/r^3: 0.041667 per cubic bohr
2p3/2 Pauli orbital energy: 11.10281 MHz
2p3/2 Pauli dipolar energy: -2.22056 MHz
2p3/2 hyperfine constant: 11.84318 MHz
2p3/2 splitting F=2 minus F=1: 23.6864 MHz
2p deviation ratio Z=8 to Z=4, orbital: 4.004
2p deviation ratio Z=8 to Z=4, spin: 4.005
Z=80 radial exponent gamma: 0.811906
Z=80 1s model, moment of one nuclear magneton, m_j=1/2:
R=6.000 fm: orbital -168740.4, spin 287657.8, direct 118917.4 GHz
R=0.600 fm: orbital -485932.9, spin 612220.3, direct 126287.4 GHz
R=0.060 fm: orbital -1243151.3, spin 1371202.3, direct 128051.0 GHz
R=0.006 fm: orbital -3044428.1, spin 3172898.7, direct 128470.6 GHz
Z=80 Pauli contact energy: 65133.7 GHz
Z=80 relativistic factor for point dipole: 1.97442
Z=80 point-dipole limit of the sum: 128601.5 GHz
\end{verbatim}
